# When evanescent states acquire a real wavevector in a second-neighbour chain, part 2

At which energies do the evanescent states of a uniform chain leave the lines \(q=0\) and \(q=\pi/a\), and what are their wavevectors? The chain has spacing \(a\), site energy \(e_0\), and real first- and second-neighbour hoppings \(t_1\) and \(t_2\neq0\). The amplitude on site \(n\) obeys

\[
Ec_n=e_0c_n+t_1(c_{n+1}+c_{n-1})+t_2(c_{n+2}+c_{n-2}). \tag{2}
\]

Trying \(c_n=\lambda^n\), with \(\lambda=e^{ika}\) and \(k=q+i\kappa\), gives a quartic in \(\lambda\). States with \(\kappa>0\) decay to the right. Evanescent states with \(q\) away from 0 and \(\pm\pi/a\) are called oblique. They exist if and only if

\[
\frac{E-E_*}{t_2}<0,\qquad E_*=e_0-2t_2-\frac{t_1^2}{4t_2}. \tag{1}
\]

With \(X=\cos ka\),

\[
x_*=-\frac{t_1}{4t_2} \tag{5}
\]

\[
E-E_*=4t_2(X-x_*)^2. \tag{6}
\]

For oblique states \(X=x_*\pm iy\), where

\[
y=\sqrt{\frac{|E-E_*|}{4|t_2|}}. \tag{9}
\]

\[
r_\pm=\sqrt{(x_*\pm1)^2+y^2}. \tag{10}
\]

\[
\cosh\kappa a=\frac{r_++r_-}{2},\qquad
\cos qa=\frac{r_+-r_-}{2}. \tag{11}
\]

If \(|x_*|<1\), the interior case, \(E_*\) is a band edge at \(k_0\), with \(\cos k_0a=x_*\) and \(s=\sin k_0a\). The band mass \(m\) there satisfies

\[
\frac{\hbar^2}{2|m|}=4|t_2|a^2s^2. \tag{13}
\]

If \(|x_*|>1\), \(E_*\) is a branch point in the gap. In the window between it and the band edge, both decaying states have \(q=0\) or both have \(q=\pi/a\).

The response of the chain driven at one site oscillates as it decays when the states are oblique. Over \(N\) steps its number of sign changes differs from \(Nqa/\pi\) by less than one, provided no zero falls on a site. In the window with \(t_1<0<t_2\) it has none.

The opening example has \(e_0=0\), \(t_1=-1\) eV and \(t_2=0.15\) eV. Depths are energies below the band edge. Below, \(m_0\) is the free-electron mass and \(L\) the barrier length.

### A branch point inside the gap

The opening chain has \(t_1=-1.00\) eV, \(t_2=0.15\) eV and \(e_0=0\). Its parameters are round model values and represent no material. They give \(x_*=1/0.60=1.667\), a lower band edge at \(-2.00+0.30=-1.70\) eV, and

\[
E_*=-0.30-\frac{1}{0.60}=-1.967\ \text{eV}.
\]

The window is 0.267 eV wide. At a depth of 0.10 eV below the edge, the two decay constants are \(\kappa a=0.522\) and 1.422; at 0.20 eV they are 0.795 and 1.317. The pair closes as \(E_*\) is approached.

At a depth of 0.40 eV the energy is 0.133 eV below \(E_*\), so \(y=\sqrt{0.133/0.60}=0.471\). Then \(r_+=2.708\) and \(r_-=0.816\), from which \(\cosh\kappa a=1.762\) and \(\cos qa=0.946\). These give \(\kappa a=1.167\) and \(qa=0.331\). At 0.80 eV the values are 1.312 and 0.579.

The response obtained by solving the linear equations of a 401-site chain has no sign change in the first 20 steps at the two shallow depths. It has two at 0.40 eV and three at 0.80 eV. The estimates \(20qa/\pi\) are 2.1 and 3.7, so the counts agree with the rule above.

### Implementation

The sign of \((E-E_*)/t_2\) should select the branch before any roots are classified. If it is negative, equation (11) gives the oblique pair. If it is positive, compute \(X=x_*\pm\sqrt{(E-E_*)/(4t_2)}\) and treat each real value separately: \(|X|\le1\) propagates, \(X>1\) has \(q=0\), and \(X<-1\) has \(q=\pi/a\).

Classification by the imaginary part of a numerically computed \(\lambda\) is unreliable near \(E_*\). There \(X-x_*\) is proportional to the square root of the energy difference, so a small energy error \(\epsilon\) produces an error of order \(\sqrt\epsilon\) in \(X\). It can turn two close real roots into a complex pair, or the reverse.

The inverse functions in (11) also lose digits when their arguments are close to 1 in magnitude. The imaginary part of \(X\) supplies the remedy:

\[
|\sin qa|\,\sinh\kappa a=y. \tag{18}
\]

Near an interior edge, find \(q\) first and obtain \(\kappa\) from (18). Near a branch point in the gap, find \(\kappa\) first and obtain \(|\sin qa|\) from (18), with the sign of \(x_*\) deciding whether \(q\) is near 0 or \(\pi/a\). If \(|x_*|\) is itself very close to 1, both steps lose digits. Then solve \(\sin^2(ka/2)=(1-X)/2\) for \(x_*\) near 1, or \(\cos^2(ka/2)=(1+X)/2\) for \(x_*\) near \(-1\), forming the small difference \(1-x_*\) or \(1+x_*\) before adding the imaginary part.

Exactly at \(E_*\) with \(|x_*|>1\), the two decaying roots coincide. A fourth-order recurrence still needs two decaying solutions, and the second is \(n\lambda^n\), as for any double root of a linear recurrence. A matching routine built from two copies of \(\lambda^n\) would be singular.

The condition was tested on 1500 random chains with \(|t_1|\le2\) eV, \(|t_2|\) between 0.05 and 1 eV, \(|e_0|\le1\) eV and energies between \(-7\) and 7 eV. The roots of the quartic contained oblique states in 550 cases and none in 950, in agreement with the sign condition every time. In the 550 cases, \(\kappa a\) and \(|q|a\) agreed with (11) within a relative tolerance of \(10^{-5}\) plus an absolute tolerance of \(10^{-7}\).

### Silicon along [100]

The second example is the silicon channel of a short transistor with a high-k gate. The gate controls the source–drain barrier, and the electron tunnels through silicon along [100]; leakage through the dielectric is a separate problem.

Successive atomic planes are \(a_0/4\) apart, where \(a_0\) is the cubic lattice constant. A screw operation, a quarter turn with a shift of \(a_0/4\), maps one plane to the next. It allows the two conduction bands that meet at X to be joined into one band of a chain with \(a=a_0/4\). They are the two lowest near X; near \(\Gamma\) a doubly degenerate band lies between them. The point X, at \(2\pi/a_0\), then lies at \(ka=\pi/2\) and is not a zone boundary of the chain.

Rough typical inputs are \(a_0=0.543\) nm, a conduction minimum at 0.85 of the distance from \(\Gamma\) to X, and a longitudinal mass of \(0.92\,m_0\). They give \(a=0.1358\) nm, \(k_0a=0.425\pi=1.335\) and \(x_*=\cos k_0a=0.233\). With \(\hbar^2/(2m_0)=0.0381\) eV nm\(^2\), equation (13) becomes

\[
t_2=\frac{0.0381/0.92}{4(0.1358)^2(1-0.233^2)}
=0.594\ \text{eV},
\]

and \(t_1=-4t_2x_*=-0.555\) eV. Choosing \(e_0=1.318\) eV puts the band edge at zero. Since \(|t_1|/(4t_2)=0.233\), this is the interior case: \(E_*\) is the band edge, and every evanescent state below it is oblique within the model. Real silicon also has evanescent states that stem from the valence band. Their crystal wavevector along the axis is purely imaginary, but in the plane-to-plane labelling of the chain their orbital symmetry gives them \(qa=\pi\) or \(\pm\pi/2\). They can decay more slowly than the heavy-valley state and are absent from the chain.

Now take a flat barrier 0.30 eV high and 5 nm long, with the electron at the source band edge. The barrier is the same chain shifted upward, so the electron lies 0.30 eV below its local edge. Equation (9) gives

\[
y=\sqrt{\frac{0.30}{4(0.594)}}=0.355.
\]

Then \(r_+=1.284\) and \(r_-=0.845\), so \(\cosh\kappa a=1.064\) and \(\cos qa=0.219\). Dividing the resulting angles by \(a\), with unrounded intermediates, gives \(\kappa=2.63\) nm\(^{-1}\) and \(q=9.94\) nm\(^{-1}\). The minimum itself is at 9.84 nm\(^{-1}\), so the real part has moved by about 1 per cent towards \(\pi/(2a)\).

The decay length of the amplitude is \(1/\kappa=0.38\) nm, and the wavelength of the oscillation is \(2\pi/q=0.63\) nm. The directly solved point response changes sign 26 times in 60 steps, against \(60qa/\pi=25.8\).

Define a tunnelling mass at depth \(D\) by \(m_{\rm tun}=\hbar^2\kappa^2/(2D)\). At 0.30 eV it is \(0.876\,m_0\), about 5 per cent below the band mass. This reduction, like the shift of \(q\), follows from the shape of the fitted chain. The fit fixes only the position and curvature of the minimum, so neither correction is a prediction for silicon. The exponential factor is

\[
e^{-2\kappa L}=e^{-2(2.6265)(5.0)}=3.9\times10^{-12}.
\]

The constant band mass would give \(2.05\times10^{-12}\) for the same barrier. These factors are not complete transmission probabilities. Those also depend on matching at the two ends and on any interference between the states at \(+q\) and \(-q\), neither of which is calculated here.

### Comparison with a real channel

The chain places X 0.13 eV above the minimum, close to the rough value of 0.1 eV for silicon. Both \(ka=0\) and \(ka=\pi\) correspond to \(\Gamma\). The chain places these levels 1.4 eV and \(e_0-2t_1+2t_2=3.6\) eV above the minimum, whereas the corresponding silicon states lie roughly 2.3 and 3.1 eV above it, so the fit should be used near the minimum. The assumption that only the valleys along the transport axis matter fails severely. The other four valleys present a transverse mass of about \(0.19\,m_0\) to the current. At the same depth and length a constant mass gives them a factor of \(4.9\times10^{-6}\), about a million times larger; nonparabolicity at this depth raises it by some tens of per cent. Their crystal wavevector has no real part along transport. The heavy-valley result must not be used as the total source–drain leakage.

Other omissions can be sized with the same 0.30 eV and 5 nm. For a nondegenerate source, the thermal factor for passing over the barrier at 300 K is \(e^{-0.30/0.02585}=9.1\times10^{-6}\), comparable with the transverse-valley exponential. A comparison of currents would also require the supply of carriers and the distribution over energy. Replacing the flat barrier by a parabolic one of equal height and base length raises the heavy-valley factor to \(9.7\times10^{-10}\), a factor of about 250.

Coupling to the valence band can reduce \(\kappa\). The Franz two-band estimate multiplies it by \(\sqrt{1-D/E_g}\), where \(E_g\) is the gap. With the indirect gap of about 1.12 eV this gives \(\kappa=2.25\) nm\(^{-1}\) and a factor of \(1.7\times10^{-10}\). This greatly overstates the effect for the heavy valley and should not be used as a prediction. At the conduction-minimum wavevector the valence states lie several eV below the conduction band, much further away than the indirect gap suggests.

In a body 5 nm thick with hard walls and a [001] normal, confinement raises the transport-axis valleys by 0.063 eV relative to those whose heavy axis is along the normal. For a nondegenerate source the corresponding Boltzmann factor at 300 K is 0.088, which lowers the weight of the heavy tunnelling path further. In a heavily doped, degenerate source the reduction is weaker.

### When coupling to another band removes the branch

For a gate dielectric, the one-band condition needs care because a small tunnelling mass can come from coupling between bands. A simple extension shows what can happen. Add a flat valence level at \(E_v\), below the conduction chain, coupled to it by \(2iV\sin ka\) with real \(V\). Eliminating the valence amplitude adds \(4V^2\sin^2ka/(E-E_v)\) to the conduction energy. Since \(2\sin^2ka=1-\cos2ka\), this replaces

\[
e_0\to e_0+\frac{2V^2}{E-E_v},\qquad
t_2\to t_2-\frac{V^2}{E-E_v}. \tag{19}
\]

The condition can be applied at each energy with these effective values, provided the new \(t_2\) is not zero. Suppose \(t_2>0\) and \(E\) lies in the gap. If \(V^2>t_2(E-E_v)\), the effective \(t_2\) is negative, and oblique states would require an energy above the effective band. The gap energy lies below that band, so they are absent. Within this model, oblique states predicted from the conduction band alone can therefore survive only if \(V^2<t_2(E-E_v)\) at the tunnelling energy. This is necessary but not sufficient, so condition (1) must then be checked again with the effective values. The remaining values are in the numerical output that follows.

## Table of computed values

```
Random chains: with / without oblique states: 550 950
Random chains: Estar at edge / in gap: 1185 315
GAP CHAIN
t1, t2, e0 = -1.00, 0.15, 0.00 eV
xstar = 1.6667
band edge = -1.7000 eV, Estar = -1.9667 eV
Estar below edge by 0.2667 eV
depth eV | kappa*a (two states) | q*a rad | sign changes, 20 steps
0.10 | 0.5225 1.4222 | 0.0000 | 0
0.20 | 0.7954 1.3170 | 0.0000 | 0
0.40 | 1.1673 1.1673 | 0.3309 | 2
0.80 | 1.3121 1.3121 | 0.5793 | 3
SILICON CHAIN, [100]
a0 = 0.543 nm, plane spacing a = 0.13575 nm
valley position = 0.85 of Gamma-X, k0 = 9.836 1/nm
k0*a = 1.3352 rad, xstar = 0.2334
longitudinal mass = 0.92 m0
hbar^2/(2 m0) = 0.03810 eV nm^2
t1 = -0.5549 eV, t2 = 0.5942 eV, e0 = 1.3179 eV
|t1|/(4 t2) = 0.2334
mass from numerical curvature = 0.9200 m0
chain energy at X above edge = 0.130 eV
chain energy at k=0 above edge = 1.397 eV
depth eV | kappa 1/nm | q 1/nm | q*a/pi | tunnelling mass m0
0.05 | 1.0941 | 9.8549 | 0.4258 | 0.9121
0.10 | 1.5408 | 9.8735 | 0.4266 | 0.9045
0.30 | 2.6265 | 9.9421 | 0.4296 | 0.8761
0.50 | 3.3410 | 10.0026 | 0.4322 | 0.8506
barrier = 0.30 eV, length = 5.0 nm
y at barrier depth = 0.3553
decay length 1/kappa = 0.3807 nm
real-part wavelength 2pi/q = 0.6320 nm
sign changes in 60 steps: 26, from q: 25.78
exp(-2 kappa L), chain = 3.92e-12
NEGLECTED EFFECTS
parabolic kappa, long. mass = 2.6915 1/nm
parabolic factor = 2.05e-12
transverse mass = 0.19 m0, kappa = 1.2231 1/nm
transverse-valley factor = 4.87e-06
T = 300 K, kT = 0.02585 eV
thermal factor exp(-barrier/kT) = 9.12e-06
rounded (parabolic) barrier factor = 9.73e-10
gap = 1.12 eV, Franz kappa = 2.2473 1/nm
Franz factor = 1.74e-10
body = 5.0 nm, valley offset = 0.0628 eV
valley population factor = 0.088
```
